\section*{Spin-disorder resistivity from disordered local moments and the static picture}

\section*{Question}

In a paramagnetic metal with stable local moments, an electron meets an exchange potential whose direction changes at random from site to site. How large a resistivity does this produce, how does it scale with the exchange splitting, and why may the moments be held still while the electrons scatter?

Take round model parameters: one band on a simple cubic lattice with constant $a=2.5$~\AA, hopping $t=0.5$~eV and exchange splitting $\Delta=1$~eV. The band is half filled. Each site carries a moment of $m=3$ Bohr magnetons, coupled to its $z=6$ neighbours by $J=30$~meV, at $T=1000$~K.

\section*{Answer}

\subsection*{The scatterers}

The moments have fixed length and directions given by unit vectors $\mathbf e_i$. They are an input, carried by other orbitals on the site, and are treated as classical vectors. The coupling $J$ is to be read as the total exchange between them: the half-filled band itself mediates an antiferromagnetic neighbour exchange, about 7 to 10~meV for these parameters, which is taken as already included in $J$. With $V=\Delta/2$, the band electron has
\begin{equation}
H=-t\sum_{\langle ij\rangle}\left(|i\rangle\langle j|+|j\rangle\langle i|\right)-V\sum_i|i\rangle\langle i|\,\boldsymbol\sigma\cdot\mathbf e_i .
\end{equation}
Without the moments, $\varepsilon_{\mathbf k}=-2t(\cos k_xa+\cos k_ya+\cos k_za)$. The directions are taken as random and uncorrelated. In mean field the magnetization obeys $M=zJM/(3k_BT)$ near ordering, so $k_BT_C=zJ/3$ and $T_C=696$~K. At 1000~K a neighbour pair has $\langle\mathbf e_i\cdot\mathbf e_j\rangle\approx J/(3k_BT)=30/(3\times86.2)\approx0.12$ to first order in $J/k_BT$. This short-range order is neglected in what follows; its effect on the resistivity is estimated at the end.

The disordered-local-moment (DLM) picture replaces the lattice by a uniform medium with self-energy $\Sigma$, chosen in the coherent-potential approximation (CPA) so that one real site embedded in it does not scatter on average. Let $G$ be the site-diagonal Green's function of the medium. Since $\boldsymbol\sigma\cdot\mathbf e$ has eigenvalues $\pm1$, the single-site t-matrix relative to the medium is
\begin{equation}
T=T_+\frac{1+\boldsymbol\sigma\cdot\mathbf e}{2}+T_-\frac{1-\boldsymbol\sigma\cdot\mathbf e}{2},\qquad
T_\pm=\frac{\mp V-\Sigma}{1-G(\mp V-\Sigma)} .
\end{equation}
In a muffin-tin calculation the two exchange-split potentials enter in the same way, through their two t-matrices. Averaging over directions removes $\boldsymbol\sigma\cdot\mathbf e$, so the condition is $T_++T_-=0$, as for an equal mixture of potentials $\pm V$. Clearing denominators gives
\begin{align}
0&=-(V+\Sigma)\left[1-G(V-\Sigma)\right]+(V-\Sigma)\left[1+G(V+\Sigma)\right]\nonumber\\
&=-2\Sigma+2G(V^2-\Sigma^2),
\end{align}
or $\Sigma=(V^2-\Sigma^2)G$.

At half filling the Fermi energy is zero and the band is symmetric about it. Put $\Sigma=-i\gamma$. Writing $\langle\cdots\rangle_{\mathbf k}$ for the zone average,
\begin{equation}
G=\left\langle\frac{1}{i\gamma-\varepsilon_{\mathbf k}}\right\rangle_{\mathbf k}
=-i\left\langle\frac{\gamma}{\varepsilon_{\mathbf k}^2+\gamma^2}\right\rangle_{\mathbf k},
\end{equation}
because the part odd in $\varepsilon_{\mathbf k}$ averages to zero. The CPA condition becomes
\begin{equation}
\gamma=(V^2+\gamma^2)\left\langle\frac{\gamma}{\varepsilon_{\mathbf k}^2+\gamma^2}\right\rangle_{\mathbf k}.
\label{cpa}
\end{equation}
For weak scattering $\gamma^2$ is negligible beside $V^2$ and the Lorentzian average tends to $\pi n$, where $n$ is the density of states per spin and site at the Fermi energy. Hence
\begin{equation}
\gamma\simeq\pi V^2n=\frac{\pi\Delta^2n}{4},\qquad \frac1\tau=\frac{2\gamma}{\hbar}.
\end{equation}
The factor 2 arises because the amplitude decays as $e^{-\gamma s/\hbar}$ with time $s$, and the probability as its square. Since $\langle e_z^2\rangle=1/3$, one third of these events keep the spin and two thirds flip it.

\subsection*{From lifetime to resistivity}

An electric field $E_0\cos\omega s$ along $x$ couples eigenstates $a,b$ with strength $eE_0|v_{ab}|/(2\omega)$, where $v_{ab}$ is the matrix element of $v_x$. Equate the golden-rule power to $\tfrac12\sigma E_0^2N\Omega$, for $N$ cells of volume $\Omega=a^3$:
\begin{equation}
\sigma=\frac{\pi e^2}{N\Omega\,\omega}\sum_{ab}|v_{ab}|^2(f_a-f_b)\,\delta(E_b-E_a-\hbar\omega).
\end{equation}
As $\omega\to0$, $f_a-f_b\to\hbar\omega\,\delta(E_F-E_a)$ if thermal smearing is neglected, so
\begin{equation}
\sigma=\frac{\pi e^2\hbar}{N\Omega}\,\mathrm{Tr}\left[v_x\delta(E_F-H)v_x\delta(E_F-H)\right].
\label{kubo}
\end{equation}
In the averaged medium each $\delta(E_F-H)$ becomes $-\mathrm{Im}\,G_{\mathbf k}/\pi$, with $\mathrm{Im}\,G_{\mathbf k}=-\gamma/(\varepsilon_{\mathbf k}^2+\gamma^2)$. The CPA correction for electrons scattered back into the current contains $\langle v_x|G_{\mathbf k}|^2\rangle_{\mathbf k}$ or a similar product. It vanishes because $v_x$ is odd in $\mathbf k$ and $G_{\mathbf k}$ is even: a site scatters equally in all directions. With a factor 2 for spin,
\begin{equation}
\sigma=\frac{2e^2\hbar}{\pi\Omega}\left\langle v_x^2\frac{\gamma^2}{(\varepsilon_{\mathbf k}^2+\gamma^2)^2}\right\rangle_{\mathbf k}.
\label{sigma}
\end{equation}
The substitution $\varepsilon=\gamma\tan\theta$ gives $\int\gamma^2(\varepsilon^2+\gamma^2)^{-2}d\varepsilon=\gamma^{-1}\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\pi/(2\gamma)$. For small $\gamma$ the fraction therefore acts as $(\pi/2\gamma)\delta(\varepsilon_{\mathbf k})$, and
\begin{equation}
\sigma=\frac{e^2\hbar n\langle v_x^2\rangle}{\Omega\gamma}=\frac{2e^2n\langle v_x^2\rangle\tau}{\Omega},
\end{equation}
where $\langle v_x^2\rangle$ is now the Fermi-surface average. Inserting $\gamma=\pi\Delta^2n/4$ gives
\begin{equation}
\boxed{\rho=\frac{\pi\Omega\Delta^2}{4e^2\hbar\langle v_x^2\rangle}}
\label{rho}
\end{equation}
The density of states cancels: more final states shorten the lifetime, but more carriers conduct. The estimate grows as $\Delta^2$ and, for a fixed band shape, as $a/t^2$. For static moments of fixed length without short-range order, and with thermal smearing neglected, it does not depend on temperature; energy exchange with moving moments adds a temperature-dependent factor, derived in the last section.

\subsection*{The size of the effect}

The Fermi-surface averages follow from $\delta(\varepsilon)=(2\pi\hbar)^{-1}\int e^{-i\varepsilon s/\hbar}ds$. With $u=ts/\hbar$, each direction contributes the average of $e^{2iu\cos k}$, which is the Bessel function $J_0(2u)$. A factor $\sin^2k$ changes this to $J_1(2u)/(2u)$, after one integration by parts. Since $v_x=(2at/\hbar)\sin k_xa$,
\begin{align}
n&=\frac{1}{\pi t}\int_0^\infty J_0(2u)^3du,\\
n\langle v_x^2\rangle&=\frac{a^2t}{\pi\hbar^2}\int_0^\infty\frac{2J_1(2u)}{u}J_0(2u)^2du.
\end{align}
Numerical integration gives $nt=0.143$ and $\langle v_x^2\rangle=2.34\,(at/\hbar)^2$. The rms speed is $\sqrt{3\langle v_x^2\rangle}=5.03\times10^5$~m/s, so $\langle v_x^2\rangle=8.45\times10^{10}$~m$^2$/s$^2$. With $\Delta/e=1$~V and $\Omega=1.5625\times10^{-29}$~m$^3$,
\begin{equation}
\rho=\frac{\pi(1.5625\times10^{-29})}{4(1.055\times10^{-34})(8.45\times10^{10})}\ \Omega\,\mathrm m
\approx138\ \mu\Omega\,\mathrm{cm}.
\end{equation}

This splitting is not small compared with the hopping. Solving Eq.~(\ref{cpa}) numerically raises $\gamma$ from 0.224 to 0.252~eV, and Eq.~(\ref{sigma}) then gives $158\ \mu\Omega\,$cm. The weak-scattering value is 13\% below this. Most of the difference comes from the larger $\gamma$: in the small-$\gamma$ form $\rho\propto\gamma$, it gives $138\times0.252/0.224\approx155\ \mu\Omega\,$cm. The only other change in Eq.~(\ref{sigma}) is that $n\langle v_x^2\rangle$ is averaged over a shell of width $\gamma$ instead of taken at the Fermi energy, and this supplies the small remainder.

The trace in Eq.~(\ref{kubo}) can also be taken without a uniform medium. Six lattices of $20^3$ sites with random moment directions, treated with random vectors and a Chebyshev expansion of $\delta(E_F-H)$, give $158\ \mu\Omega\,$cm with a sampling error of about 3\%. At this accuracy no correction to the CPA is resolved.

The CPA lifetime is $\tau=\hbar/(2\gamma)=1.3$~fs, and the rms speed times $\tau$ is a mean free path of $2.6a$. A much larger splitting cannot be treated by Eq.~(\ref{rho}). Dividing Eq.~(\ref{cpa}) by $\gamma$ gives
\begin{equation}
1=\left\langle\frac{V^2+\gamma^2}{\varepsilon_{\mathbf k}^2+\gamma^2}\right\rangle_{\mathbf k}.
\end{equation}
At small $\gamma$ the right side exceeds 1. At large $\gamma$ it approaches $1+(V^2-6t^2)/\gamma^2$, because $\langle\varepsilon_{\mathbf k}^2\rangle_{\mathbf k}=6t^2$. A finite solution thus exists for $V^2<6t^2$. For $V^2\geq6t^2$ there is none: the average of $1/(\varepsilon_{\mathbf k}^2+\gamma^2)$ exceeds $1/(6t^2+\gamma^2)$ by convexity, so the right side stays above 1. As $V^2\to6t^2$ from below, $\gamma$ diverges and the density of states at the Fermi energy vanishes. In this half-filled model the CPA metal therefore ends at $\Delta=2\sqrt6\,t\approx2.4$~eV.

\subsection*{Two clocks}

An electron placed on one site of the undisturbed lattice is still there after time $s$ with probability
\begin{equation}
P(s)=\left|\left\langle e^{-i\varepsilon_{\mathbf k}s/\hbar}\right\rangle_{\mathbf k}\right|^2
=J_0(2ts/\hbar)^6=1-\frac{zt^2s^2}{\hbar^2}+\cdots .
\end{equation}
This defines $\tau_{\rm hop}=\hbar/(\sqrt z\,t)=0.54$~fs, at which time $P=0.35$.

A moment of $m$ Bohr magnetons with $g=2$ has angular momentum $m\hbar/2$. Its exchange energy is $-\mathbf e_i\cdot\mathbf F_i$, with $\mathbf F_i=J\sum_j\mathbf e_j$ over the neighbours, and the torque is $\mathbf e_i\times\mathbf F_i$. Thus
\begin{equation}
|\dot{\mathbf e}_i|=\frac{2}{m\hbar}|\mathbf e_i\times\mathbf F_i| .
\end{equation}
The sense of precession does not affect the time scale. For random directions $\langle F_i^2\rangle=zJ^2$, and the component perpendicular to $\mathbf e_i$ carries two thirds of it. Fixed length gives $\mathbf e\cdot\dot{\mathbf e}=0$ and hence $\mathbf e\cdot\ddot{\mathbf e}=-|\dot{\mathbf e}|^2$, so
\begin{equation}
C(s)=\langle\mathbf e(s)\cdot\mathbf e(0)\rangle=1-\frac{s^2}{2\tau_m^2}+\cdots,\qquad
\tau_m=\frac{m\hbar}{2J}\sqrt{\frac{3}{2z}} .
\end{equation}
The example has $\tau_m=(3\times0.658/0.060)\times0.5\approx16$~fs. Integrating the equations of motion for $28^3$ moments from random directions shows that $C$ reaches $1/e$ after $1.5\tau_m$, or 24~fs. The ratio of the clocks is
\begin{equation}
\frac{\tau_m}{\tau_{\rm hop}}=\sqrt{\frac32}\,\frac{mt}{2J}\approx31 .
\end{equation}

\subsection*{Why hopping is the clock that matters}

Consider a wave with $\varepsilon_{\mathbf k}=0$ and amplitude $A(s)$. To second order in $V$, it is scattered out at one time and back at another. If moments on different sites remain uncorrelated, both events occur on the same site. The moment contributes $V^2C$, and the electron between the events contributes its return amplitude $J_0^3$:
\begin{equation}
\dot A(s)=-\frac{V^2}{\hbar^2}\int_0^sJ_0(2ts'/\hbar)^3C(s')A(s-s')\,ds' .
\end{equation}
For weak scattering $A$ changes little while the return amplitude dies out, so it can be taken outside the integral. The probability then decays at
\begin{equation}
\Gamma=\frac{2V^2}{\hbar^2}\int_0^\infty J_0(2ts/\hbar)^3C(s)\,ds .
\label{gamma}
\end{equation}
With $C=1$ the integral is $\pi\hbar n$, and $\Gamma=2\pi V^2n/\hbar=1/\tau$, the static result. The moments need to keep their directions while the electron can return to the same site, not for its whole lifetime.

The size of the correction is clearest in frequency. If $C(s)=\int S(\omega)\cos(\omega s)\,d\omega$, Eq.~(\ref{gamma}) becomes $\Gamma=(2\pi V^2/\hbar)\int n(\hbar\omega)S(\omega)\,d\omega$. The mean square frequency is $1/\tau_m^2$, so for a smooth density of states
\begin{equation}
\frac{\Gamma}{\Gamma_{\rm static}}-1\simeq\frac{\hbar^2n''(0)}{2n(0)\tau_m^2},
\end{equation}
which scales as $(\tau_{\rm hop}/\tau_m)^2\approx0.1\%$. Integrating Eq.~(\ref{gamma}) with $C=e^{-s^2/2\tau_m^2}$ gives less than 0.01\% for the example, so the density of states must be nearly flat at the band centre.

Direct evolution of electron waves among moving moments shows both regimes. Use $28^3$ sites and a weaker splitting $\Delta=t$, and fit the decay of the initial wave between $2\hbar/t$ and $7\hbar/t$. Frozen moments give a rate $0.24\,t/\hbar$, and the mean velocity decays at nearly the same rate; the CPA gives $0.23\,t/\hbar$. With $\tau_m=3\hbar/t$, the moments turn substantially within the lifetime of about $4\hbar/t$, yet the rate is 0.96 of the frozen one. Equation~(\ref{gamma}), with $C$ taken from the moving moments, gives 1.00. With $\tau_m=0.2\hbar/t$, half the hopping time, the rate falls to 0.48, against 0.53 from Eq.~(\ref{gamma}): the scattering potential averages itself out. The remaining differences may come from finite sampling, higher orders in $V$ or correlations between sites; these were not separated.

\subsection*{A second condition: heat}

Fast hopping does not by itself make the scattering elastic on the thermal scale. Let an electron gain $\hbar\omega$ from the moments, and set $x=\hbar\omega/k_BT$. With $f'=f(E+\hbar\omega)$, the Fermi function obeys $f'(1-f)=e^{-x}f(1-f')$. Subtracting this from $f(1-f')$ gives $f-f'=(1-e^{-x})f(1-f')$, hence
\begin{equation}
\int f(1-f')\,dE=\frac{\hbar\omega}{1-e^{-x}} .
\end{equation}
Detailed balance gives the moments' spectrum for losing $\hbar\omega$ as $2S(\omega)/(1+e^x)$, where $S$ is its symmetric part. The product, divided by its static value $k_BT$, is
\begin{equation}
\frac{x}{1-e^{-x}}\,\frac{2}{1+e^x}=\frac{2x}{e^x-e^{-x}}=\frac{x}{\sinh x}.
\end{equation}
For a rigidly displaced Fermi surface and isotropic scattering, the momentum loss is proportional to this equilibrium number of events. The resistivity is therefore multiplied by $\langle x/\sinh x\rangle\approx1-\langle x^2\rangle/6$.

Here $\hbar/\tau_m=40$~meV and $k_BT=86$~meV. A Gaussian $S$ gives a factor 0.97. This factor was derived for weak scattering; if it is assumed to carry over to the CPA state, where the level width $2\gamma\approx0.5$~eV exceeds $k_BT$, it lowers the CPA value to about $152\ \mu\Omega\,$cm. That assumption is not tested here. This correction far exceeds the one from moment motion during hopping. At the mean-field ordering temperature,
\begin{equation}
\frac{\hbar}{\tau_mk_BT_C}=\frac{2J}{m}\sqrt{\frac{2z}{3}}\,\frac{3}{zJ}=\frac6m\sqrt{\frac{2}{3z}},
\end{equation}
which is $2/m$ for $z=6$. This holds for classical moments. For quantum spins $S=m/2$, $S(S+1)$ replaces $S^2$ in both the mean square field and $T_C$, and the ratio becomes $1/\sqrt{S(S+1)}$: 0.52 instead of 0.67 for $m=3$, and 1.15 instead of 2 for $m=1$, where a Gaussian spectrum gives a factor 0.84. For small moments near $T_C$ the thermal correction is therefore sizeable while hopping is still much faster than reorientation.

For uncorrelated moments the model thus gives a spin-disorder resistivity of about $150\ \mu\Omega\,$cm. The neglected short-range order is a larger correction than the thermal factor. In weak scattering, a neighbour correlation $c=\langle\mathbf e_i\cdot\mathbf e_j\rangle$ multiplies the probability of scattering from $\mathbf k$ to $\mathbf k'$ by $1+2c\sum_\alpha\cos(k_\alpha-k'_\alpha)a$, to first order in $c$. On the half-filled Fermi surface the averages of $\cos k'_\alpha a$ and $\sin k'_\alpha a$ vanish, so the lifetime is unchanged. The term $2c\sin k_xa\sin k'_xa$ favours forward scattering and returns a fraction $2c\langle\sin^2k_xa\rangle$ of the current. With $c=0.116$ and $\langle\sin^2k_xa\rangle=2.34/4$, the weak-scattering resistivity falls by about 14\%. This is a weak-scattering estimate; at the actual splitting, the trace in Eq.~(\ref{kubo}) on lattices with moments drawn from thermal equilibrium at 1000~K gives a drop of about 18\%. The classical unit vector is a further limit: if $\Delta$ is the splitting of the saturated state, a quantum spin has $\langle(\boldsymbol\sigma\cdot\mathbf S/S)^2\rangle=(S+1)/S$, which multiplies the weak-scattering resistivity by $5/3$ for $S=3/2$. Several degenerate bands and changes in moment length would also alter the number and are not included.
